# Numerov's phase error and its removal by exponential fitting: test program

```python
"""Phase error of Numerov's method and its removal by exponential fitting.

Equation: u'' = -q(r) u, q = k^2 + W(r), W = -2V (Hartree atomic units).
Scheme:   u+ - 2u0 + u- = h^2 [b0 (u''+ + u''-) + (1 - 2 b0) u''0].
Numerov has b0 = 1/12; its phase leads by k^5 h^4/480 per unit length.
Fitting to wavenumber K: b0 = 1/(4 sin^2(Kh/2)) - 1/(Kh)^2.  This removes the
error where k = K and leaves k^3 (k^2-K^2) h^4/480 per unit length elsewhere.
For a short-range well with K = k the remaining total phase error is
h^4/(240 k) * integral of y^2 (q^2 W + W'^2), y having unit outer amplitude.
"""
import numpy as np
import sympy as sp
from scipy.integrate import simpson

NUMEROV = 1.0 / 12.0


def fitted_b0(K, h):
    return 1 / (4 * np.sin(K * h / 2) ** 2) - 1 / (K * h) ** 2


def march(q, h, b0):
    """Outward recurrence from u(0)=0; u(h) only sets the amplitude."""
    outer = 1 + b0 * h * h * q
    middle = 2 - (1 - 2 * b0) * h * h * q
    u = np.zeros(len(q))
    u[1] = h
    for n in range(1, len(q) - 1):
        u[n + 1] = (middle[n] * u[n] - outer[n - 1] * u[n - 1]) / outer[n + 1]
    return u


def measured_angle(u, n):
    """Phase advance per step, from mesh values around n (free region)."""
    m = np.arange(n - 60, n + 60)
    c = np.sum(u[m] * (u[m + 1] + u[m - 1])) / (2 * np.sum(u[m] ** 2))
    return np.arccos(c)


def phase_error(k, alpha, h, R, b0):
    """Measured phase at R minus exact phase; alpha = 0 is the free wave."""
    n = int(round(R / h))
    r = h * np.arange(n + 63)
    q = k**2 + 2 * alpha**2 * (1 - np.tanh(alpha * r) ** 2)
    u = march(q, h, b0)
    t = measured_angle(u, n)
    phase = np.arctan2(np.sin(t) * u[n], u[n + 1] - np.cos(t) * u[n])
    exact = k * n * h + np.arctan2(alpha, k)
    return (phase - exact + np.pi / 2) % np.pi - np.pi / 2


# --- Series of the dispersion relation and of the fitted coefficient
x = sp.symbols("x", positive=True)
angle = 2 * sp.asin((x / 2) / sp.sqrt(1 + x**2 / 12))
series = sp.expand(sp.series(angle, x, 0, 9).removeO())
c5, c7 = series.coeff(x, 5), series.coeff(x, 7)
assert series.coeff(x, 1) == 1 and series.coeff(x, 3) == 0
assert c5 == sp.Rational(1, 480) and c7 == sp.Rational(1, 12096)
b_series = sp.series(1 / (4 * sp.sin(x / 2) ** 2) - 1 / x**2, x, 0, 4)
b_series = sp.expand(b_series.removeO())
assert b_series.coeff(x, 0) == sp.Rational(1, 12)
assert b_series.coeff(x, 2) == sp.Rational(1, 240)

# --- Fitted coefficients from their defining exactness conditions
for X in (0.2, 0.9, 2.0):
    conditions = np.array([[2.0, 1.0], [2 * np.cos(X), 1.0]])
    right = np.array([1.0, 2 * (1 - np.cos(X)) / X**2])
    solved = np.linalg.solve(conditions, right)
    assert abs(solved[0] - fitted_b0(X, 1.0)) < 1e-11

# --- Fitted growth factors in a classically forbidden region
w = 0.7
b_forbidden = 1 / w**2 - 1 / (4 * np.sinh(w / 2) ** 2)
edge = 1 - b_forbidden * w**2
roots = np.roots([edge, -(2 + (1 - 2 * b_forbidden) * w**2), edge])
assert np.allclose(sorted(roots), [np.exp(-w), np.exp(w)], rtol=1e-11)

# --- Numerov's oscillation limit (kh)^2 = 6, from characteristic roots


def largest_root(X):
    e = 1 + X**2 / 12
    return max(abs(np.roots([e, -(2 - 5 * X**2 / 6), e])))


assert abs(largest_root(np.sqrt(5.99)) - 1) < 1e-9
assert largest_root(np.sqrt(6.01)) > 1.01

# --- Free wave: measured phase error against the law, and its removal
k, alpha, h = 2.0, 1.0, 0.1
rate = k**5 * h**4 / 480
rate_next = k**7 * h**6 / 12096
b_fit = fitted_b0(k, h)
free_num = phase_error(k, 0.0, h, 100, NUMEROV)
free_half = phase_error(k, 0.0, h / 2, 100, NUMEROV)
free_fit = phase_error(k, 0.0, h, 100, b_fit)
assert abs(free_num / (100 * rate) - 1) < 3e-3      # next term is 0.16 %
assert abs(free_num / (100 * (rate + rate_next)) - 1) < 2e-4
assert abs(free_num / free_half - 16) < 0.1
assert abs(free_fit) < 1e-10                        # rounding only

# --- Fit to a wrong wavenumber K
K_wrong = 1.9
u_wrong = march(np.full(1100, k**2), h, fitted_b0(K_wrong, h))
wrong_measured = measured_angle(u_wrong, 1000) / h - k
wrong_law = k**3 * (k**2 - K_wrong**2) * h**4 / 480
assert abs(wrong_measured / wrong_law - 1) < 0.02

# --- Exact solution in the well and the integral for the remaining error
r, ks, al = sp.symbols("r k alpha", positive=True)
W = 2 * al**2 * (1 - sp.tanh(al * r) ** 2)
y = ks * sp.sin(ks * r) + al * sp.tanh(al * r) * sp.cos(ks * r)
assert sp.expand(sp.diff(y, r, 2) + (ks**2 + W) * y) == 0
y = y / sp.sqrt(ks**2 + al**2)
raw = sp.lambdify((r, ks, al), y * sp.diff(W * y, r, 4), "numpy")
reduced = sp.lambdify(
    (r, ks, al), y**2 * ((ks**2 + W) ** 2 * W + sp.diff(W, r) ** 2), "numpy")
slow = sp.lambdify((r, ks, al), (ks**2 + W) ** sp.Rational(3, 2) * W, "numpy")


def integral(f, a):
    grid = np.linspace(0, 20 / a, 20001)
    return simpson(f(grid, k, a), x=grid)


I_raw, I_red = integral(raw, alpha), integral(reduced, alpha)
assert abs(I_raw / I_red - 1) < 1e-7
remaining = h**4 * I_red / (240 * k)
a_slow = 0.2
slow_ratio = (integral(slow, a_slow) / 480) / (
    integral(reduced, a_slow) / (240 * k))
assert abs(slow_ratio - 1) < 0.05                   # slow-variation limit
sharp_ratio = (integral(slow, alpha) / 480) / (I_red / (240 * k))

# --- Well: growth with radius for Numerov, none for the fitted scheme
radii = (25, 50, 100)
err_num = [phase_error(k, alpha, h, R, NUMEROV) for R in radii]
err_fit = [phase_error(k, alpha, h, R, b_fit) for R in radii]
slope = (err_num[2] - err_num[1]) / (radii[2] - radii[1])
offset = err_num[2] - slope * radii[2]
assert abs(slope / rate - 1) < 3e-3
assert max(err_fit) - min(err_fit) < 1e-10
assert abs(err_fit[2] / remaining - 1) < 0.05
fit_half = phase_error(k, alpha, h / 2, 100, fitted_b0(k, h / 2))
assert abs(fit_half / (remaining / 16) - 1) < 0.02
assert abs(err_fit[2] / fit_half - 16) < 0.8

print("Series coefficient of (kh)^5 in theta:", c5)
print("Series coefficient of (kh)^7 in theta:", c7)
print(f"Wavenumber k = {k:.1f} bohr^-1")
print(f"Energy k^2/2 = {k**2 / 2:.1f} hartree")
print(f"Inverse well width alpha = {alpha:.1f} bohr^-1")
print(f"Well depth alpha^2 = {alpha**2:.1f} hartree")
print(f"Step h = {h:.2f} bohr;  kh = {k * h:.2f}")
print(f"Mesh points per wavelength = {2 * np.pi / (k * h):.1f}")
print(f"Exact phase shift arctan(alpha/k) = {np.arctan2(alpha, k):.6f} rad")
print(f"Numerov b0 = {NUMEROV:.9f};  b1 = {1 - 2 * NUMEROV:.9f}")
print(f"Fitted  b0 = {b_fit:.9f};  b1 = {1 - 2 * b_fit:.9f}")
print(f"Law k^5 h^4/480 = {rate:.5e} rad/bohr")
print(f"Next term k^7 h^6/12096 = {rate_next:.3e} rad/bohr")
print(f"Free wave, 100 bohr, Numerov error = {free_num:.5e} rad")
print(f"Free wave, 100 bohr, law = {100 * rate:.5e} rad")
print(f"Free wave, Numerov error ratio h to h/2 = {free_num / free_half:.3f}")
print(f"Free wave, 100 bohr, |fitted error| = {abs(free_fit):.0e} rad")
print(f"Wrong fit K = {K_wrong:.1f} bohr^-1:")
print(f"  measured rate = {wrong_measured:.4e} rad/bohr")
print(f"  law for the rate = {wrong_law:.4e} rad/bohr")
print(f"  factor 1 - K^2/k^2 = {1 - K_wrong**2 / k**2:.4f}")
for R, en, ef in zip(radii, err_num, err_fit):
    print(f"Well, R = {R} bohr: Numerov {en:.5e} rad, fitted {ef:.5e} rad")
print(f"Well, Numerov slope from 50 to 100 bohr = {slope:.5e} rad/bohr")
print(f"Well, Numerov offset = {offset:.3e} rad")
print(f"Integral of y^2 (q^2 W + W'^2) = {I_red:.5f} bohr^-5")
print(f"Predicted remaining fitted error = {remaining:.5e} rad")
print(f"Fitted error with h/2, R = 100 bohr = {fit_half:.5e} rad")
print(f"Fitted error ratio h to h/2 = {err_fit[2] / fit_half:.3f}")
print(f"Error ratio Numerov/fitted at 100 bohr = {err_num[2] / err_fit[2]:.1f}")
print(f"Slow-limit estimate / integral, alpha = {alpha:.1f}: {sharp_ratio:.3f}")
print(f"Slow-limit estimate / integral, alpha = {a_slow:.1f}: {slow_ratio:.3f}")
print("all assertions hold")
```

Output:

```
Series coefficient of (kh)^5 in theta: 1/480
Series coefficient of (kh)^7 in theta: 1/12096
Wavenumber k = 2.0 bohr^-1
Energy k^2/2 = 2.0 hartree
Inverse well width alpha = 1.0 bohr^-1
Well depth alpha^2 = 1.0 hartree
Step h = 0.10 bohr;  kh = 0.20
Mesh points per wavelength = 31.4
Exact phase shift arctan(alpha/k) = 0.463648 rad
Numerov b0 = 0.083333333;  b1 = 0.833333333
Fitted  b0 = 0.083500265;  b1 = 0.832999470
Law k^5 h^4/480 = 6.66667e-06 rad/bohr
Next term k^7 h^6/12096 = 1.058e-08 rad/bohr
Free wave, 100 bohr, Numerov error = 6.67734e-04 rad
Free wave, 100 bohr, law = 6.66667e-04 rad
Free wave, Numerov error ratio h to h/2 = 16.019
Free wave, 100 bohr, |fitted error| = 5e-13 rad
Wrong fit K = 1.9 bohr^-1:
  measured rate = 6.5197e-07 rad/bohr
  law for the rate = 6.5000e-07 rad/bohr
  factor 1 - K^2/k^2 = 0.0975
Well, R = 25 bohr: Numerov 1.77712e-04 rad, fitted 5.35536e-06 rad
Well, R = 50 bohr: Numerov 3.44646e-04 rad, fitted 5.35536e-06 rad
Well, R = 100 bohr: Numerov 6.78513e-04 rad, fitted 5.35536e-06 rad
Well, Numerov slope from 50 to 100 bohr = 6.67734e-06 rad/bohr
Well, Numerov offset = 1.078e-05 rad
Integral of y^2 (q^2 W + W'^2) = 25.59626 bohr^-5
Predicted remaining fitted error = 5.33255e-06 rad
Fitted error with h/2, R = 100 bohr = 3.33639e-07 rad
Fitted error ratio h to h/2 = 16.051
Error ratio Numerov/fitted at 100 bohr = 126.7
Slow-limit estimate / integral, alpha = 1.0: 0.967
Slow-limit estimate / integral, alpha = 0.2: 1.000
all assertions hold
```
